# Site Potential of a Square Charge Lattice with Coplanar Compensation

## Problem

A charged defect in a two-dimensional material can be modelled in a periodically repeated cell. The repeated charge must be compensated, or its electrostatic energy diverges. Take the simplest version: unit positive point charges at all sites $\mathbf R=a(m,n)$ of a square lattice, and a uniform sheet of charge density $-1/a^2$ in the same plane. Gaussian units are used, so a unit charge has potential $1/r$.

Let $\phi_0$ be the potential at a site due to everything except the charge on that site. The background in the site's own cell is kept.

1. Give $\phi_0$ a definite meaning, although $\sum 1/R$ diverges.
2. Reduce it to a rapidly convergent sum and find $a\phi_0$ to four decimals.
3. Express it through $\zeta(s)=\sum_{k\ge1}k^{-s}$ and $\beta(s)=1-3^{-s}+5^{-s}-\dots$, suitably continued.
4. Find the electrostatic energy per cell for charges $q$, without the point self-energies.
5. Evaluate both quantities for a charge $+e$ in a cell of monolayer hBN with edges $7a_h$ and $4\sqrt3\,a_h$, taking the rough value $a_h=0.25$ nm.

## Hints

- Add complete neutral cells. What is the lowest multipole of a point charge centred on a square tile?
- Write $1/r$ as an integral over Gaussians. Poisson summation turns a slowly convergent Gaussian sum into a fast one.
- For part 3, sites are Gaussian integers $m+in$, which factorize uniquely up to units.
- For part 4, find the in-plane average of the full potential.

## Solution

### 1. Neutral cells

Attach to each charge its own square tile of background. At a distance $R\gg a$, expand the tile's potential in the position $\mathbf u$ within the tile. The linear term averages to zero, and $\langle u_iu_j\rangle=\delta_{ij}a^2/12$. In two dimensions,

$$\nabla^2\frac1R=\frac{2}{R^3}-\frac{1}{R^3}=\frac1{R^3}.$$

The neutral cell therefore gives, to leading order,

$$\frac1R-\left(\frac1R+\frac12\,\frac{a^2}{12}\,\frac1{R^3}\right)=-\frac{a^2}{24R^3}.$$

The sum of $1/R^3$ over a plane converges absolutely, so the order in which complete cells are added is immaterial. This defines $\phi_0$, with zero potential far from the sheet.

From here to the end of part 3, set $a=1$. For a block of $(2N+1)^2$ cells with half-side $h=N+\tfrac12$, the background integral in polar coordinates is

$$\int_{\rm block}\frac{d^2r}{r}=8\int_0^{\pi/4}\frac{h}{\cos\theta}\,d\theta=8h\ln(1+\sqrt2).$$

Hence $S_N=\sum'1/R-8h\ln(1+\sqrt2)$, where the prime omits $\mathbf R=0$. The cells outside contribute approximately

$$-\frac1{24}\int_{\rm outside}\frac{d^2r}{r^3}=-\frac1{24}\,\frac8h\int_0^{\pi/4}\cos\theta\,d\theta=-\frac{\sqrt2}{6h}.$$

For $N=1$, $S_1=4+4/\sqrt2-12\ln(1+\sqrt2)=-3.748$, and the tail brings it to $-3.905$. For $N=100$ the values are $-3.89792$ and $-3.90026$.

### 2. A fast sum

Since $\int_0^\infty t^{-1/2}e^{-r^2t}dt=\Gamma(\tfrac12)/r=\sqrt\pi/r$,

$$\frac1r=\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}e^{-r^2t}\,dt.$$

Insert this in every neutral cell. With $\theta(t)=\sum_{n=-\infty}^{\infty}e^{-n^2t}$, the charges other than the central one give $\theta^2-1$, and the background gives $-\int e^{-r^2t}d^2r=-\pi/t$. Thus

$$\phi_0=\frac1{\sqrt\pi}\int_0^\infty t^{-1/2}\left[\theta(t)^2-1-\frac\pi t\right]dt.$$

Sum and integral may be exchanged. For $\mathbf R\ne0$, a Gaussian minus its tile average is bounded by a constant times $t(1+r^2t)e^{-r^2t}$, with $r$ the smallest distance to the tile. Its integral with $t^{-1/2}$ scales as $1/r^3$, which is summable. The central tile alone gives a finite integral.

The Fourier transform of $e^{-x^2t}$ is $\sqrt{\pi/t}\,e^{-k^2/4t}$. Poisson summation evaluates it at $k=2\pi n$:

$$\theta(t)=\sqrt{\frac\pi t}\;\theta\!\left(\frac{\pi^2}t\right).$$

Split the integral at the self-dual point $t=\pi$. Above it, substitute $u=|\mathbf n|\sqrt t$ for each site $\mathbf n=(m,n)\neq0$:

$$\frac1{\sqrt\pi}\int_\pi^\infty t^{-1/2}e^{-|\mathbf n|^2t}dt=\frac{2}{|\mathbf n|\sqrt\pi}\int_{\sqrt\pi|\mathbf n|}^\infty e^{-u^2}du=\frac{\operatorname{erfc}(\sqrt\pi|\mathbf n|)}{|\mathbf n|}.$$

The background term there is $-\sqrt\pi\int_\pi^\infty t^{-3/2}dt=-2$.

Below $t=\pi$, the Poisson relation changes the bracket to

$$\frac\pi t\left[\theta\!\left(\frac{\pi^2}t\right)^2-1\right]-1.$$

The last term gives $-\pi^{-1/2}\int_0^\pi t^{-1/2}dt=-2$. In the first, put $t=\pi^2/u$, so that $|dt|=\pi^2u^{-2}du$ and

$$t^{-1/2}\,\frac\pi t\,|dt|=\pi\,\frac{u^{3/2}}{\pi^3}\,\frac{\pi^2}{u^2}\,du=u^{-1/2}du,\qquad u\in(\pi,\infty).$$

This repeats the site sum already found. Therefore

$$\phi_0=-4+2\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\sqrt\pi|\mathbf n|)}{|\mathbf n|}.$$

The four nearest sites add $8\times0.0121889=0.09751$, and the four diagonal sites add $8\times0.0003928/\sqrt2=0.00222$. The sum is $-3.90027$; further shells change it to $-3.900265$. Restoring the lattice constant,

$$\boxed{\phi_0\simeq-\frac{3.9003}{a}}.$$

The site's own tile contributes $-4\ln(1+\sqrt2)/a=-3.5255/a$. The negative sign thus comes mainly from the charge sitting inside its own compensating tile; the other neutral cells supply the remaining $-0.3748/a$.

### 3. Closed form

For $\operatorname{Re}s>1$, define $Z(s)=\sum_{\mathbf n\ne0}|\mathbf n|^{-2s}$. Unique factorization of Gaussian integers, with four units, gives a product over their primes. The prime 2 supplies one factor of norm 2. Each $p\equiv1$ (mod 4) supplies two of norm $p$, and each $p\equiv3$ supplies one of norm $p^2$:

$$Z(s)=\frac{4}{1-2^{-s}}\prod_{p\equiv1}\frac1{(1-p^{-s})^2}\prod_{p\equiv3}\frac1{(1-p^{-s})(1+p^{-s})}.$$

One factor $(1-p^{-s})^{-1}$ from each prime forms $\zeta(s)$. The remaining factors, with a minus sign for $p\equiv1$ and a plus sign for $p\equiv3$, form $\beta(s)$. Hence $Z=4\zeta\beta$.

Also $\Gamma(s)Z(s)=\int_0^\infty t^{s-1}(\theta^2-1)dt$. Subtract and add $\pi/t$ on $(0,1)$:

$$\Gamma(s)Z(s)=\int_0^1t^{s-1}\left(\theta^2-1-\frac\pi t\right)dt+\frac{\pi}{s-1}+\int_1^\infty t^{s-1}(\theta^2-1)dt.$$

The right side continues $Z$ to $\operatorname{Re}s>0$, $s\ne1$. For $0<s<1$, $\pi/(s-1)=-\pi\int_1^\infty t^{s-2}dt$, so the terms recombine into the integral of part 2 with $t^{s-1}$ as weight. At $s=\tfrac12$, where $\Gamma=\sqrt\pi$,

$$a\phi_0=4\,\zeta(\tfrac12)\,\beta(\tfrac12)=4(-1.4603545)(0.6676915)=-3.90026.$$

The continued $\zeta(\tfrac12)$ follows from $(1-2^{1-s})\zeta(s)=1-2^{-s}+3^{-s}-\dots$. At $s=\tfrac12$ the series is positive and the prefactor $1-\sqrt2$ is negative, so $\zeta(\tfrac12)<0$.

### 4. Energy per cell

The average of the full potential over one cell equals $a^{-2}$ times the integral of a single neutral cell's potential over the whole plane. That potential falls as $1/r^3$ and is integrable, so its integral is the $G\to0$ limit of its Fourier transform. The transform of $1/r$ is $2\pi/G$, and the neutral cell has charge transform $G^2a^2/24$ at small $G$. The product vanishes as $G\to0$, and the average is zero.

With charges $q$, the site potential is $q\phi_0$. The uniform background couples to the average of the full potential $\Phi$:

$$E=\frac12q(q\phi_0)-\frac{q}{2a^2}\int_{\rm cell}\Phi\,d^2r=\frac{q^2\phi_0}{2}=-1.9501\,\frac{q^2}{a}.$$

### 5. The hBN cell

The edges are 1.7500 and 1.7321 nm, the area is $A=3.0311$ nm², and the side of a square of equal area is $L=1.7410$ nm. With $e/4\pi\varepsilon_0=1.43996$ V nm,

$$\phi_0=-\frac{3.90026\times1.43996}{1.7410}\ {\rm V}=-3.226\ {\rm V},\qquad E=-1.613\ {\rm eV}.$$

The inputs $a_h$ and, in Variation A, $r_0$ are rough. Extra digits are kept so that the arithmetic can be followed and the models compared at fixed inputs; they are not predictions for real hBN. Changing $r_0$ by 0.1 nm, for example, moves the screened energy by about 0.05 eV.

Replacing the rectangle by a square is harmless. At unit area, the reciprocal lattice of a rectangle, divided by $2\pi$, is the same rectangle turned by 90°, so the fast sum retains its form. Evaluated for the true edges, it shifts the potential by 0.06 mV.

In this bare model, adding 1.613 eV to the cell energy removes the periodic interaction. Since $E\propto1/L$, reducing its size to 0.1 eV needs $L=28$ nm.

**Comparison with a real layer.** One charge per 3.03 nm² is $3.3\times10^{13}$ cm⁻². A real sheet also polarizes. In the model of Variation A, a polarizable sheet of zero thickness, this moves $E$ by 0.61 eV. A finite thickness changes that shift, in a direction that depends on how the layer polarizes. Take a uniform slab 0.33 nm thick with the same in-plane polarizability per area and the charge at its mid-plane: the shift is about 0.07 eV smaller if the slab polarizes only in its plane, but about 0.05 eV larger if it polarizes equally in all directions. The compensation may also lie outside the layer, for example on a gate. If the uniform sheet lies a distance $d$ from the charges, then

$$\int\left[\frac1{\sqrt{r^2+d^2}}-\frac1r\right]d^2r=-2\pi d,$$

and the site potential rises by $2\pi d/A$, measured from the mean of the two vacuum levels. The rise is proportional to $d$: 0.30 V for $d=0.1$ nm, and already about 3 V for $d=1$ nm. A metal gate is not a rigid uniform sheet, because its induced charge gathers beneath each defect. In this cell, with the charge's own image counted, that lowers the site potential, measured from the gate, by only a few mV at $d=1$ nm, but by about 4.5 V at $d=0.1$ nm, where the sheet formula does not describe a gate. The own image alone contributes $-e/2d$, or $-0.72$ V at $d=1$ nm; it belongs to the isolated defect over a gate and must be removed if only the periodic interaction is wanted. Spreading each charge into an in-plane Gaussian of width $\sigma=0.1$ nm per axis has a smaller effect than an offset of the same length: leaving out the charge's own Gaussian, the potential at the site centre rises by about $\tfrac12\sigma^2\sum'1/R^3$, or 0.012 V; averaged over the spread charge itself, the two variances add and the shift doubles to 0.025 V. Ionic relaxation and substrate screening are not included in these estimates.

## Variation A: a polarizable sheet

*Let the sheet have in-plane polarizability $\chi$ per area. Find the new site potential, excluding the isolated charge's own screened potential.*

The induced charge is $-\chi G^2\Phi_G$, so $\Phi_G=(2\pi/G)(\rho_G-\chi G^2\Phi_G)$. Solving,

$$\Phi_G=\frac{2\pi\rho_G}{G(1+r_0G)},\qquad r_0=2\pi\chi.$$

Write $1/(1+r_0G)=\int_0^\infty e^{-u}e^{-ur_0G}du$. Since $(2\pi/G)e^{-Gz}$ is the transform of $1/\sqrt{r^2+z^2}$, the screened pair potential is

$$W(r)=\int_0^\infty\frac{e^{-u}\,du}{\sqrt{r^2+r_0^2u^2}}.$$

At large $r$, $W-1/r\simeq-r_0^2/r^3$, so the difference from the bare lattice converges. By the integral for an offset sheet, $\int(W-1/r)d^2r=-2\pi r_0\int_0^\infty ue^{-u}du=-2\pi r_0$. Therefore

$$\phi=\phi_0+\sum_{\mathbf R\ne0}\left[W(R)-\frac1R\right]+\frac{2\pi r_0}{A}.$$

For the hBN cell and a rough $r_0=0.7$ nm, $\phi=-3.226-0.861+2.089=-1.998$ V. The factor $1+r_0G$ tends to one as $G\to0$, so the average potential remains zero and $E=q\phi/2$ in linear response, now with $\phi$ in volts: $E=-0.999$ eV. The bare correction would be too large by 0.61 eV within this model.

## Variation B: background filling a periodic volume

*Repeat the charges along $z$ with period $c$, and spread the compensation uniformly through the volume. Set the average potential of the three-dimensional cell to zero.*

Add and subtract a coplanar sheet in every layer. The neutral layers at $z=lc$, $l\ne0$, contribute

$$\sum_{\mathbf G\ne0}\frac{2\pi}{AG}\,2\sum_{l=1}^\infty e^{-Glc}=\sum_{\mathbf G\ne0}\frac{4\pi}{AG}\,\frac1{e^{Gc}-1}.$$

What remains is a set of positive sheets of density $1/A$ in a volume density $-1/(Ac)$. For $0<z<c$, Poisson's equation reads $U''=4\pi/(Ac)$. The symmetric solution with zero mean is

$$U(z)=\frac{2\pi}{Ac}\left[\left(z-\frac c2\right)^2-\frac{c^2}{12}\right],\qquad U(0)=\frac{2\pi}{Ac}\,\frac{c^2}{6}=\frac{\pi c}{3A}.$$

For the unscreened hBN cell with $c=2$ nm, the linear term is 0.995 V and the layer term 0.005 V. The site potential is $-2.226$ V, and the energy per cell is half of this in eV, $-1.113$ eV.

At fixed $A$, once $c$ is large enough for the layer term to be negligible, the shift grows linearly with $c$, so adding vacuum does not lead to the coplanar result. With the layer term neglected, the site potential changes sign at $c=3(3.9003)L/\pi=3.72L$, about 6.5 nm here. A correction must therefore match the placement of the background as well as the in-plane lattice. The numerical output lists the main values used above.

## Computed results

```
LATTICE, lengths in units of a, potentials in units of 1/a
zeta(1/2): -1.4603545
beta(1/2): 0.6676915
site potential, zeta form: -3.90026492
site potential, theta integral: -3.90026492
site potential, fast sum: -3.90026492
block N=1: raw -3.748056, with tail -3.905191
block N=10: raw -3.877833, with tail -3.900281
block N=100: raw -3.897920, with tail -3.900265
block N=400 with tail: -3.90026492
erfc(sqrt(pi)): 0.0121889
erfc(sqrt(2 pi)): 0.0003928
first-shell term of fast sum: 0.097511
second-shell term of fast sum: 0.002222
fast sum with two shells: -3.900267
potential at cell centre: -1.615543
size of in-plane average below 1e-9: True
energy per cell, zeta form (q^2/a): -1.950132
energy per cell, reciprocal sum (q^2/a): -1.950136
sum of 1/R^3 (1/a^3): 9.033622
hBN SUPERCELL, charge +e
rough hBN lattice constant: 0.25 nm
cell edges: 1.7500 nm and 1.7321 nm; atoms: 112
cell area: 3.0311 nm^2; equivalent side: 1.7410 nm
e/(4 pi eps0): 1.439965 V nm
bare site potential: -3.2259 V
bare energy per cell: -1.6129 eV
side for bare energy of 0.1 eV in size: 28.08 nm
EFFECTS LEFT OUT OF THE BARE MODEL
rough screening length r0: 0.70 nm
screening, change of pair sum: -0.8613 V
screening, background term: 2.0894 V
screened site potential: -1.9977 V
screened energy per cell: -0.9989 eV
compensation offset 0.10 nm, shift: 0.2985 V
periodic height: 2.00 nm
volume background, linear term: 0.9950 V
volume background, layer term: 0.0050 V
site potential, volume background: -2.2259 V
charge width 0.10 nm, shift: 0.0249 V
charge width, leading estimate: 0.0246 V
departure from square, shift: 0.0557 mV
```
